# Why a Small E2 Admixture Shows in M1 Angular Distributions

## The result

When a level decays to another of the same parity, magnetic dipole (M1) and electric quadrupole (E2) radiation can appear in one line. Let $\delta$ be the signed ratio of the E2 to the M1 amplitude, normalized so that $\delta^2$ is the ratio of their rates. The total rate is

$$\Gamma=\Gamma_{M1}(1+\delta^2),$$

without a linear term. The intensity in a given direction can contain one. For $J_i=3/2\to J_f=1/2$ and an ensemble symmetric about the $z$ axis,

$$W(\theta)=1+A_2P_2(\cos\theta),\qquad
A_2=\frac a2\,\frac{1+2\sqrt3\,\delta-\delta^2}{1+\delta^2}. \tag{1}$$

Here $W$ is the intensity divided by its average over directions, $P_2(x)=(3x^2-1)/2$, and the alignment $a$ is the total population of $M=\pm3/2$ minus that of $M=\pm1/2$. An amplitude ratio of five percent changes the rate by about a quarter of a percent, but $A_2$ by more than a sixth of its value.

The reason is geometrical. In one direction the two multipoles feed the same photon state and interfere. Over the whole sphere their photon states are orthogonal, and the gains in some directions cancel the losses in others.

## The two amplitudes

I use Rydberg units, $\hbar=1$, $m_e=1/2$, $e^2=2$ and $c=2/\alpha$, with $\alpha$ the fine-structure constant. The photon energy is $\omega$, its wave number $k=\omega/c$, its direction $\mathbf n$ and its polarization $\mathbf e$, with $\mathbf n\cdot\mathbf e=0$. Higher multipoles and relativistic corrections to the operators are omitted.

Moving a charge $-e$ from the nucleus to $\mathbf r$ in an electric field $\mathbf E$ gives the coupling

$$e\int_0^1\mathbf r\cdot\mathbf E(s\mathbf r)\,ds
=e\,\mathbf r\cdot\mathbf E(0)+\frac e2\,r_jr_k\,\partial_jE_k+\dots$$

Repeated indices are summed. The first term vanishes between states of equal parity; the second is the quadrupole coupling. The magnetic coupling is $-\boldsymbol\mu\cdot\mathbf B$, where $\boldsymbol\mu=-(e/2m_ec)(\mathbf L+2\mathbf S)$ for $g_s=2$.

For emission the vector potential is $N\mathbf e^*e^{-ik\mathbf n\cdot\mathbf r+i\omega t}$. At the nucleus, without the time factor,

$$\mathbf B=-ikN\,\mathbf n\times\mathbf e^*,\qquad
\mathbf E=-ikN\mathbf e^*,\qquad
\partial_jE_k=(-ikn_j)(-ikNe_k^*)=-k^2Nn_je_k^*.$$

Define $\mathbf V=\langle f|\mathbf L+2\mathbf S|i\rangle$ and $Q_{jk}=\langle f|r_jr_k|i\rangle$. The matrix element of the coupling is then

$$-\frac{iekN}{2m_ec}(\mathbf n\times\mathbf e^*)\cdot\mathbf V
-\frac{ek^2N}{2}\,\mathbf n\cdot Q\cdot\mathbf e^*
=-\frac{iekN}{2m_ec}\,T,$$

$$T=(\mathbf n\times\mathbf e^*)\cdot\mathbf V-\frac{i\omega}{2}\,\mathbf n\cdot Q\cdot\mathbf e^*. \tag{2}$$

The factor $\omega/2$ is $m_e\omega$, since $k c=\omega$.

One photon in a volume $\mathcal V$ has $N^2=2\pi c^2/(\omega\mathcal V)$, and the density of photon states per solid angle is $\mathcal V\omega^2/(8\pi^3c^3)$. The golden rule gives

$$\frac{d\Gamma}{d\Omega}
=2\pi\,\frac{e^2k^2}{4m_e^2c^2}\,\frac{2\pi c^2}{\omega\mathcal V}\,
\frac{\mathcal V\omega^2}{8\pi^3c^3}\,|T|^2
=\frac{e^2\omega^3}{8\pi m_e^2c^5}|T|^2
=\frac{\alpha^5\omega^3}{32\pi}|T|^2. \tag{3}$$

The fine-structure constant has dropped out of $T$: in these units the E2/M1 amplitude ratio is set by $\omega|Q|/(2|\mathbf V|)$. When $\mathbf V$ is of order one, as between levels of one term with the same radial function, this is $\omega\langle r^2\rangle$ times an angular factor. When $\mathbf V$ is small or vanishes, as between orthogonal radial functions, the ratio can be much larger.

## Where the linear term goes

The cross term in $|T|^2$ is

$$2\,\mathrm{Re}\left[-\frac{i\omega}{2}\,
(\mathbf n\times\mathbf e)\cdot\mathbf V^*\;
\mathbf n\cdot Q\cdot\mathbf e^*\right].$$

If polarization is not detected, sum over both polarizations with $\sum e_le_k^*=\delta_{lk}-n_ln_k$. The part with $n_ln_k$ contains $\mathbf n\times\mathbf n=0$. What remains is $V_i^*\epsilon_{iak}n_an_jQ_{jk}=\mathbf V^*\cdot(\mathbf n\times Q\mathbf n)$. Since $\mathrm{Re}(-iX)=\mathrm{Im}\,X$, the cross term becomes

$$C(\mathbf n)=\omega\,\mathrm{Im}\left[\mathbf V^*\cdot(\mathbf n\times Q\mathbf n)\right]. \tag{4}$$

It is linear in $Q$, and so in $\delta$, and is generally nonzero. Its average over directions follows from $\overline{n_an_j}=\delta_{aj}/3$:

$$\overline{C}=\frac{\omega}{3}\,\mathrm{Im}\left[V_i^*\,\epsilon_{iak}Q_{ak}\right]=0,$$

because $\epsilon_{iak}$ is antisymmetric in $a,k$ and $Q_{ak}$ is symmetric. Nothing was assumed about the initial or final sublevel, so the cancellation holds for each pair $M_i,M_f$. Preparing the atom differently cannot bring the linear term into the total rate.

The proof also shows what could. It used all directions with equal weight and the sum over both polarizations. A detector covering part of the sphere, a linear polarizer, or surroundings that favour some emission directions removes the guarantee. Selecting one helicity $\lambda=\pm1$ in every direction does not. Then $e_le_k^*=\tfrac12(\delta_{lk}-n_ln_k)-\tfrac{i\lambda}{2}\epsilon_{lkb}n_b$, and the extra cross term, cubic in $\mathbf n$, averages to zero over the sphere.

Equation (4) is quadratic in $\mathbf n$ and has zero average. In an axially symmetric ensemble it must therefore be proportional to $P_2(\cos\theta)$, whatever the angular momenta.

## A p electron, sublevel by sublevel

Take one p electron outside closed shells, decaying from $J=3/2$ to $J=1/2$, with the same radial function in both levels. Put the quantization axis along $\mathbf n$ for the moment, and call the projection on it $m$. For positive helicity, $\mathbf e_+=-(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$ and $\mathbf n\times\mathbf e_+^*=i\mathbf e_+^*$. Equation (2) becomes

$$T_+=-\frac{i}{\sqrt2}\left[\langle L_-+2S_-\rangle-\frac\omega2\langle z(x-iy)\rangle\right]. \tag{5}$$

Both terms in the bracket can be chosen real together, so the interference is complete. Since $J_-=L_-+S_-$ cannot connect different $J$, the magnetic part reduces to $\langle S_-\rangle$.

The states needed, labelled by orbital projection and spin, are

$$|\tfrac32,\tfrac32\rangle=|1{\uparrow}\rangle,\qquad
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0{\uparrow}\rangle+\sqrt{\tfrac13}\,|1{\downarrow}\rangle,$$

$$|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\,|1{\downarrow}\rangle-\sqrt{\tfrac13}\,|0{\uparrow}\rangle,\qquad
|\tfrac12,-\tfrac12\rangle=\sqrt{\tfrac13}\,|0{\downarrow}\rangle-\sqrt{\tfrac23}\,|{-1}{\uparrow}\rangle.$$

The p functions are proportional to $z$ and $\mp(x\pm iy)/\sqrt2$. With the angular average $\overline{n_z^2(n_x^2+n_y^2)}=2/15$ and the normalization factor 3,

$$\langle0|z(x-iy)|1\rangle=-\frac{\sqrt2}{5}\langle r^2\rangle,\qquad
\langle-1|z(x-iy)|0\rangle=+\frac{\sqrt2}{5}\langle r^2\rangle.$$

**From $m=3/2$ to $1/2$.** The spin part is $\sqrt{2/3}$. The quadrupole part is $-\sqrt{1/3}\,(-\sqrt2/5)\langle r^2\rangle=\sqrt{2/3}\,\langle r^2\rangle/5$. Hence

$$T_+=-\frac{i}{\sqrt3}\left(1-\frac{\omega\langle r^2\rangle}{10}\right).$$

**From $m=1/2$ to $-1/2$.** The spin part is $\sqrt{2/3}\sqrt{1/3}=\sqrt2/3$. The quadrupole part is $-(2/3+1/3)(\sqrt2/5)\langle r^2\rangle=-\sqrt2\langle r^2\rangle/5$. Hence

$$T_+=-\frac i3\left(1+\frac{3\omega\langle r^2\rangle}{10}\right).$$

Now set

$$\delta=-\frac{\sqrt3}{10}\,\omega\langle r^2\rangle. \tag{6}$$

Negative helicity gives the same intensities from $-m$, by reflection in a plane containing $\mathbf n$. Thus

$$I_{3/2}=\frac{(\sqrt3+\delta)^2}{9},\qquad
I_{1/2}=\frac{(1-\sqrt3\,\delta)^2}{9}. \tag{7}$$

The linear terms are $+2\sqrt3\,\delta/9$ and $-2\sqrt3\,\delta/9$. E2 transfers intensity between the two kinds of sublevel. Unless their lines are resolved, for instance in a magnetic field, an equal mixture hides this linear transfer; an unequal one can reveal it.

The direction-integrated rate, summed over final sublevels, is unchanged by rotating the atom. Regarded as an operator on the initial level, it therefore commutes with $J_z$ and $J_\pm$. Commuting with $J_z$ makes it diagonal in $m$, and since $J_\pm$ link neighbouring sublevels, the diagonal entries are equal. The rate is thus the same for all four initial sublevels. It can be found from an equal mixture, which radiates isotropically, so that the intensity along one axis times $4\pi$ gives the total:

$$\frac{I_{3/2}+I_{1/2}}2=\frac{4+4\delta^2}{18}=\frac{2(1+\delta^2)}9,\qquad
\Gamma=4\pi\,\frac{\alpha^5\omega^3}{32\pi}\,\frac{2(1+\delta^2)}9
=\frac{\alpha^5\omega^3}{36}(1+\delta^2). \tag{8}$$

This confirms that $\delta^2$ is the E2/M1 rate ratio. The sign of $\delta$ belongs to the convention in equation (7); another phase convention for the multipole amplitudes may reverse it.

## From sublevels to the angular distribution

Return to the fixed $z$ axis, with populations but no coherences between its sublevels. We need the fraction $f$ of atoms with $|m|=3/2$ along $\mathbf n$. The operator $(J_n^2-1/4)/2$ equals 1 for $|m|=3/2$ and 0 for $|m|=1/2$, so $f$ is its mean.

The populations give $\langle J_z^2\rangle=\frac94\frac{1+a}2+\frac14\frac{1-a}2=\frac54+a$. Since $\langle J^2\rangle=15/4$, axial symmetry gives $\langle J_x^2\rangle=\frac54-\frac a2$. The mixed products average to zero, so

$$\langle J_n^2\rangle=\cos^2\theta\,\langle J_z^2\rangle+\sin^2\theta\,\langle J_x^2\rangle
=\frac54+aP_2(\cos\theta),\qquad f=\frac{1+aP_2(\cos\theta)}2.$$

Coherences between different $m$ along $\mathbf n$ do not matter: at fixed helicity, different $m$ lead to different final states. The intensity is therefore

$$fI_{3/2}+(1-f)I_{1/2}=\frac{I_{3/2}+I_{1/2}}2+\frac{aP_2}{2}\,(I_{3/2}-I_{1/2}).$$

Dividing by the first term, and using $I_{3/2}-I_{1/2}=(2+4\sqrt3\,\delta-2\delta^2)/9$, gives equation (1). For small $\delta$,

$$A_2=\frac a2\left[1+2\sqrt3\,\delta-2\delta^2+O(\delta^3)\right]. \tag{9}$$

Three other cases help in reading a measurement:

- For pure E2, $|\delta|\to\infty$ and $A_2\to-a/2$, opposite in sign to the pure M1 value $a/2$.
- At $\delta=1/\sqrt3$, sublevels with $|m|=1/2$ along $\mathbf n$ are dark and $A_2=a$. At $\delta=-\sqrt3$, those with $|m|=3/2$ are dark and $A_2=-a$.
- If $a=0$, the emission is isotropic for every $\delta$.

## Other angular momenta

For general $J_i,J_f$, the amplitude at helicity $\lambda=\pm1$ is proportional to $\sqrt3\,\lambda C_1+\sqrt5\,\delta C_2$. Here $C_k=\langle J_i\,m\,k\,{-\lambda}|J_f\,m-\lambda\rangle$ is a Clebsch–Gordan coefficient. The factor $\lambda$ comes from $\mathbf n\times\mathbf e_\lambda^*=i\lambda\mathbf e_\lambda^*$. The roots compensate $\sum_mC_k^2=(2J_f+1)/(2k+1)$, so that $\delta^2$ remains the rate ratio.

Orthogonality of the coefficients gives $\sum_mC_1C_2=0$ at each helicity. If the lines from different $m$ are not resolved, an isotropic level thus shows no interference in any direction, even behind a circular analyser. The sum weighted with $m^2$ need not vanish. Tests for $3/2\to1/2$, $1\to1$, $2\to1$, $2\to2$ and $5/2\to3/2$ found a zero plain sum and a nonzero weighted sum in each case.

Reversing both $m$ and $\lambda$ changes the sign of $C_1C_2$ and of $\lambda$, and leaves the interference unchanged. Without polarization detection it is therefore even in $m$: it responds to alignment, not to a mere difference between $+m$ and $-m$ (orientation). A level with $J_i=1/2$ has a single value of $|m|$, so it cannot show the effect in this way.

## How large it is

Take round model parameters, not those of a named atom: $\omega=0.02$ Ry, $\langle r^2\rangle=15\,a_0^2$, with $a_0$ the Bohr radius, and populations 0.4, 0.1, 0.1, 0.4 for $M=-3/2$ to $3/2$. Then $a=0.8-0.2=0.6$, and equation (6) gives

$$\delta=-\frac{\sqrt3}{10}(0.02)(15)=-0.0520,\qquad \delta^2=0.0027.$$

The two intensities along the axis change as follows:

$$I_{3/2}:\ 0.3333\to0.3136,\qquad I_{1/2}:\ 0.1111\to0.1320.$$

One falls by 0.0197 and the other rises by 0.0209. The near cancellation leaves 0.0012 in their sum of 0.4444, which is the 0.27 % increase of the total rate.

The anisotropy has no such cancellation. The pure M1 value is $A_2=0.300$; with E2 it is 0.245. The first-order estimate of the shift, $\sqrt3\,a\delta=-0.0540$, is close to the full shift of $-0.0555$. Relative to pure M1, $A_2$ falls by 18.5 %.

In this example the directly measured ratio is less sensitive:

$$\frac{W(0^\circ)}{W(90^\circ)}=\frac{1+A_2}{1-A_2/2}:\qquad 1.529\to1.418,$$

a fall of 7.3 %. This is still 27 times the relative change of the rate.

Reversing the sign of $\delta$ leaves the rate unchanged but gives $A_2=0.352$. The angular distribution thus carries the relative sign of the amplitudes, which the rate does not.

With $\langle r^2\rangle$ ten times smaller, the rate change drops a hundredfold, to 0.0027 %, while the change of $A_2$ drops about tenfold, to $-1.8$ %. As the admixture shrinks, both changes become harder to detect, but the relative change of $A_2$ exceeds that of the rate by a growing factor.

The total rate is $4.61\times10^{-18}$ Ry$/\hbar$, or 0.095 s$^{-1}$. If this is the only decay, the lifetime is about ten seconds. Collisions and stray fields then have a long time to alter the alignment, and the $a$ in equation (1) is its value at emission.

## What to do about it

**To measure $\delta$,** determine $A_2$ and $a$, and form $b=2A_2/a$. Equation (1) becomes

$$(1+b)\delta^2-2\sqrt3\,\delta+(b-1)=0,\qquad
\delta=\frac{\sqrt3\pm\sqrt{4-b^2}}{1+b}\quad(b\ne-1). \tag{10}$$

The discriminant was simplified with $3-(b+1)(b-1)=4-b^2$. Near $b=1$, the minus sign gives the small admixture and the plus sign a value near $\sqrt3$, for which E2 would be about three times as strong as M1. In the example, $b=0.815$ and the second root is 1.96, an E2 rate 3.8 times the M1 rate. The angular distribution alone cannot choose between them. A calculated size of $\delta$ can, and so can a rough total rate if the M1 rate is known.

The angular distribution alone does not give $a$ and $\delta$ separately, so the alignment must come from a further measurement. Near $\delta=0$, $b\approx1+2\sqrt3\,\delta$, so a small relative error $\eta$ in $a$ produces an error of about $-\eta/(2\sqrt3)=-0.29\,\eta$ in $\delta$; at the $\delta$ of the example the factor is already $-0.22$. In the example, overestimating $a$ by about 23 % would imitate the whole admixture in a pure M1 line. A second line from the same level can calibrate $a$ if its multipole character is known and it is itself anisotropic. A pure E2 line from $J=3/2$ to another level with $J=3/2$, for example, is isotropic and cannot serve.

**To measure a rate or branching ratio,** remove the anisotropy instead. In an axially symmetric ensemble, a small polarization-insensitive detector at the magic angle, $54.7^\circ$ from the axis, sees $P_2=0$. Since equation (4) gives a pure $P_2$ pattern, this removes the interference for any $J_i$. For $J_i\ge2$ the squared E2 amplitude, of fourth degree in $\mathbf n$, can leave a $P_4$ term of order $\delta^2$.

**For a wide detector,** average over its opening. A circular cone of half-angle $\beta$ multiplies $P_2$ at its centre by

$$\frac1{1-q}\int_q^1P_2(x)\,dx=\frac{q-q^3}{2(1-q)}=\frac{q(1+q)}2,\qquad q=\cos\beta. \tag{11}$$

The factor is 1 for a narrow cone and 0 for the full sphere, where the total-rate result returns. It also vanishes for a hemisphere, because $W$ is equal in opposite directions. Collecting more light can therefore erase the very signal that determines $\delta$.

The angular factors in equation (1) follow from the angular momenta, but equation (6) belongs to the one-electron model. Configuration mixing, or different radial functions in the two levels, changes $\delta$ and must be included when a measured value is compared with theory. Relativity does the same in heavy systems. For the 2p doublet of a hydrogen-like ion, take the Dirac splitting for $\omega$ and the non-relativistic $\langle r^2\rangle=30\,a_0^2/Z^2$. The Dirac value of $|\delta|$ then lies below equation (6) by 0.25 % at $Z=10$, 2 % at $Z=30$ and 9 % at $Z=60$. The numerical output gives the example in full.

## Computed results

```
photon energy: 0.020 Ry
mean square radius: 15.0 bohr^2
population of each M=+-3/2: 0.40
population of each M=+-1/2: 0.10
alignment a: 0.60
mixing ratio delta: -0.05196
delta squared = E2/M1 rate ratio: 0.002700
axis intensity |m|=3/2, pure M1: 0.33333
axis intensity |m|=3/2, mixed: 0.31363
axis intensity |m|=1/2, pure M1: 0.11111
axis intensity |m|=1/2, mixed: 0.13201
M1 rate: 4.59848e-18 Ry/hbar
E2 rate: 1.24159e-20 Ry/hbar
total rate: 4.61089e-18 Ry/hbar
total rate converted: 0.09531 s^-1
relative change of total rate: 0.2700 %
A2, pure M1: 0.30000
A2, mixed: 0.24453
A2 shift: -0.05547
A2 shift, first-order estimate: -0.05400
relative change of A2: -18.490 %
A2, delta sign reversed: 0.35224
W(0 deg), pure M1: 1.30000
W(90 deg), pure M1: 0.85000
W(0)/W(90), pure M1: 1.52941
W(0 deg), mixed: 1.24453
W(90 deg), mixed: 0.87774
W(0)/W(90), mixed: 1.41789
relative change of W(0)/W(90): -7.292 %
magic angle: 54.736 deg
weaker E2: mean square radius: 1.50 bohr^2
weaker E2: delta: -0.005196
weaker E2: rate change: 0.002700 %
weaker E2: A2 shift: -0.005416
weaker E2: A2 change: -1.8054 %
```
